Second-Order Energy of a Weakly Modulated Electron Gas and Its Gradient Coefficient, part 2

The problem is how the energy of a uniform electron gas changes when its density is weakly modulated, and what this says about slowly varying densities. The gas is three-dimensional, unpolarized and at zero temperature, with a rigid neutralizing background. In atomic units ħ, the electron mass and the elementary charge are one. The density in the volume Ω is

n(r) = n0 + δn(r), δn(r) = A cos(q·r), q ≠ 0, |A| ≪ n0.

The internal energy, which excludes the external potential, is

E[n] = Ts[n] + EH[n] + Exc[n],

where Ts is the kinetic energy of non-interacting electrons with the same density, EH the electrostatic energy including the background, and Exc the rest. Part 1 found the second-order energies

ΔE/Ω = (A²/4) [−1/χs(q) + 4π/q² + fxc(q)],

ΔExc/Ω = (A²/4) fxc(q).

The square bracket is the total kernel K(q). A potential energy V cos(q·r) produces the amplitude

A = −V/K,

and the uniform gas is stable against the modulation only if K > 0. The static response function χ(q) = A/V of the interacting gas gives

fxc(q) = 1/χs(q) − 1/χ(q) − 4π/q².

For non-interacting electrons K is −1/χs, with the Lindhard function

χs(q) = −(kF/π²) S(x),

S(x) = ½ + [(1 − x²)/(4x)] ln|(1 + x)/(1 − x)|,

where kF is the Fermi wave number and x = q/(2kF).

Part 1 also computed the kinetic kernel from bands. The non-interacting gas was put into a cosine potential of amplitude V = 0.006 kF² and diagonalized in the plane waves k + mq. At fixed mean density this gave the total energy per volume and A. Subtracting ½VA and the kinetic energy of the uniform gas, then multiplying by 4/A², gave the kernel.

Q: Before we turn to gradients, tell me what we carry over.

A: The density is n0 + A cos(q·r), in an unpolarized gas of volume Ω at zero temperature, with A small compared with n0. The Fermi wave number kF obeys kF³ = 3π²n0, and x = q/(2kF). In atomic units the second-order energies are

ΔE/Ω = (A²/4) K(q), K(q) = −1/χs(q) + 4π/q² + fxc(q),

ΔExc/Ω = (A²/4) fxc(q).

The kinetic kernel is −1/χs = π²/[kF S(x)], with

S(x) = ½ + [(1 − x²)/(4x)] ln|(1 + x)/(1 − x)|.

The static kernel fxc(q) is the second functional derivative of the exchange-correlation energy Exc at the uniform density.

Q: Now take a density that varies slowly. What form should Exc have?

A: To lowest order each small region contributes as a uniform gas of the local density. If εxc(n) is the exchange-correlation energy per electron of the uniform gas, this gives the integral of n εxc(n). The first correction must be a scalar made from derivatives of n. A single gradient is a vector and cannot stand alone. With two derivatives there are two scalars, |∇n|² and ∇²n, each multiplied by a function of n.

Q: Then there are two unknown functions, and one number per density will not determine both.

A: The second one can be absorbed. Integrate by parts, with no surface term because the density is periodic:

∫ a(n) ∇²n d³r = −∫ ∇a(n)·∇n d³r = −∫ a′(n) |∇n|² d³r.

The energy density may thus be written in different ways, but the integrated energy contains one function:

Exc = ∫ [n εxc(n) + gxc(n) |∇n|²] d³r + higher orders in the gradient.

This gxc is the gradient-expansion coefficient.

Q: Put your cosine into it.

A: Call the local energy density w(n) = n εxc(n). Taylor expansion gives

w(n0 + δn) = w(n0) + w′(n0) δn + ½ w″(n0) δn² + …

The mean of δn is zero and the mean of δn² is A²/2. The local part therefore contributes (A²/4) w″(n0) per volume.

For the other part, ∇n = −A q sin(q·r), so |∇n|² = A² q² sin²(q·r), with mean A²q²/2. The contribution is gxc(n0) A²q²/2.

Q: But gxc depends on the density, and the density is modulated.

A: Its variation is gxc′(n0) A cos(q·r) to first order. Multiplied by |∇n|², this is already of third order in A and does not belong to the second-order energy. The sum is

ΔExc/Ω = (A²/4) [w″(n0) + 2 gxc(n0) q²].

The general result for the same energy is (A²/4) fxc(q). Since both hold for every small A, the brackets must agree for small q:

fxc(q) = w″(n0) + 2 gxc(n0) q² + …

The coefficient gxc(n0) is half the coefficient of q² in fxc(q).

Q: The factor two looks odd, since w enters without one.

A: It comes from the Taylor series. The local energy is expanded to second order and brings a ½, so its second derivative appears with A²/4. The gradient term is already quadratic in the modulation and brings no ½, so it appears with A²/2.

Q: You have assumed that fxc(q) has a q² term.

A: I have, and it is a condition on the result. If fxc(q) contained a term such as |q| or q² ln q at small q, no finite gxc would reproduce it, and the gradient expansion would fail at this order. If the kernel is regular through order q², the coefficient exists and has the value stated. The constant term must then equal w″(n0), because an ever slower modulation is locally uniform.

Q: You learn gxc from weak modulations of one uniform gas. Why may it be used where the density changes a great deal?

A: The argument can be repeated for each mean density n0, which gives the whole function gxc(n). At second order in the gradient there is no other function to find. A strong but slow modulation is therefore covered to that order, provided |∇n|/(kF n), with kF at the local density, stays small everywhere. Where the density falls towards zero, as in a classically forbidden region, this ratio grows large and the expansion is not controlled.

At fourth order this is no longer so. There (∇²n)² is quadratic in the modulation and can be found from fxc(q). The scalars |∇n|² ∇²n and |∇n|⁴ are cubic and quartic, so the second-order energy of the uniform gas does not contain them.

Q: I would trust the recipe more if I saw it work on a functional whose kernel is known in full.

A: The kinetic energy Ts is one. The derivation used no special property of Exc, so the same rule should give its gradient coefficient gs from −1/χs. For x < 1 the logarithm has the series

ln[(1 + x)/(1 − x)] = 2(x + x³/3 + x⁵/5 + …).

Multiplied by (1 − x²)/(4x), this is

½ (1 − x²)(1 + x²/3 + x⁴/5 + …) = ½ − x²/3 − x⁴/15 − …

The coefficient of x² is ½(1/3 − 1), and that of x⁴ is ½(1/5 − 1/3). Adding the ½ in S gives

S(x) = 1 − x²/3 − x⁴/15 − …

To invert it, use 1/(1 − y) = 1 + y + y² + … with y = x²/3 + x⁴/15:

1/S(x) = 1 + x²/3 + (1/15 + 1/9) x⁴ + … = 1 + x²/3 + 8x⁴/45 + …

Since x² = q²/(4kF²),

−1/χs(q) = (π²/kF) [1 + q²/(12kF²) + …].

Half the coefficient of q² is gs = π²/(24kF³). With kF³ = 3π²n0 this becomes

gs = 1/(72 n0).

Q: The von Weizsäcker energy has 1/(8n) in that place.

A: And gs is one ninth of it. The von Weizsäcker value belongs to the opposite limit. For x > 1 the logarithm is 2[1/x + 1/(3x³) + …], and

[(1 − x²)/(4x)] · 2[1/x + 1/(3x³) + …] = −½ + 1/(3x²) + …

So S tends to 1/(3x²), and

−1/χs → 3π²x²/kF = 3π²q²/(4kF³) = q²/(4n0).

Half the factor of q² is now 1/(8n0). The coefficient found at small q thus does not hold at large q. Between the two regimes, at q = 2kF, the function S has a logarithmic singularity in its slope. The gradient expansion of the kinetic energy is meant for q ≪ 2kF. Correlation brings a second scale, the screening wave number ks defined below, and q must be small against that as well.

Q: How slow is slow enough, in numbers?

A: For the kinetic energy the next term of the series, relative to the gradient term, is (8x⁴/45)/(x²/3) = 8x²/15. At q = 0.27 kF, x is 0.135 and this is 0.0097.

The bands of the non-interacting gas in a cosine potential, computed as in Part 1, give the full kinetic kernel at this q. After subtraction of the local value π²/kF, the remainder is 1.011 times the gradient term 2gs q². Most of the excess is the next term of the series.

Q: And the rest, about one part in a thousand of the gradient term?

A: It has the size expected from the finite amplitude. The local kinetic energy density is proportional to n^(5/3). The ratio of its fourth to its second derivative is (−1/3)(−4/3)/n0² = 4/(9n0²). The fourth-order term carries 1/24 and the mean of cos⁴, which is 3/8. The second-order term carries ½ and the mean ½. The ratio of these factors is (1/64)/(1/4) = 1/16. For a pure cosine the local kernel would thus be raised by the fraction (1/36)(A/n0)². The density of the band calculation also contains B cos(2q·r), which enters at the same order. With w now the local kinetic energy density, B costs w″B²/4. It couples to A through the third-order term (w‴/6) · 3A²B · ¼ = w‴A²B/8, since the mean of cos²(q·r) cos(2q·r) is ¼. Minimizing gives B = −w‴A²/(4w″) and the energy −w‴²A⁴/(64w″). With w‴/w″ = −1/(3n0), this is −(1/144)(A/n0)² times w″A²/4. The net fraction is (1/36 − 1/144)(A/n0)² = (1/48)(A/n0)².

The potential amplitude 0.006 kF² gives A/n0 close to 3 × 0.006 = 0.018, because A ≈ VkF/π² and n0 = kF³/(3π²). The fraction is 7 × 10⁻⁶ of the local kernel. The gradient term is x²/3 = 0.0061 of the local kernel, so the shift is about 0.0011 of the gradient term. Together with 0.0097 from the series this gives 1.0108, against the computed 1.0110.

Q: Back to exchange and correlation. You do not have fxc(q) in closed form there.

A: No. For numbers I take an approximate functional, and the result describes that functional. A generalized gradient approximation, or GGA, depends on n and |∇n|. If it reduces to the uniform gas and is smooth in |∇n|² at zero gradient, then for small gradients its exchange energy per electron is multiplied by 1 + μs², and βt² is added to its correlation energy per electron. Not every GGA has this form: in Gill's 1996 exchange the gradient term goes as s^(3/2), and no finite μ exists. In the two functionals used here, PBE and PBEsol, μ and β are constants; in some other GGAs β depends on the density. The reduced gradients are

s = |∇n|/(2kF n), t = |∇n|/(2ks n), ks² = 4kF/π,

with kF taken at the local density. The exchange energy per electron of the uniform gas is −3kF/(4π). The gradient part of the exchange energy density is

−n · [3kF/(4π)] · μ |∇n|²/(4kF²n²) = −[3μ/(16π kF n)] |∇n|².

The gradient part of the correlation energy density is

n β |∇n|²/(4ks²n²) = [πβ/(16 kF n)] |∇n|².

Together,

gxc = [π/(16 kF n)] (β − 3μ/π²).

The functional PBE has μ = π²β/3, and its two parts cancel. To second order in A, a PBE gas responds like one with the local functional alone. PBEsol has μ = 10/81 and β = 0.046. Then 3μ/π² is 0.0375, and the difference is 0.0085.

Q: So a functional with gradient terms can have no gradient coefficient?

A: In this sense, yes. The cancellation concerns small gradients. At larger gradients the two parts no longer follow s² and t², and PBE differs from the local functional.

Q: Give me a gas with numbers.

A: Take a model gas with n0 = 0.1 Å⁻³, modulated by 5 %, so that A = 0.005 Å⁻³. The wavelength is 8 Å. Then

q = 2π/8 = 0.7854 Å⁻¹, kF = (3π² × 0.1)^(1/3) = 1.436 Å⁻¹, x = 0.2735.

Exchange and correlation are taken from PBEsol. The coefficient has the parts

exchange: −0.739 eV Å⁵
correlation: +0.906 eV Å⁵
sum: gxc = 0.167 eV Å⁵, or 0.148 in atomic units

The sum is small because the parts nearly cancel. Its positive sign belongs to this functional and is not a statement about the true gas. The kinetic coefficient of the same gas is gs = 1.058 eV Å⁵.

Q: And the kernels?

A: The gradient part of fxc is

2 gxc q² = 2 × 0.1668 × 0.7854² = 0.206 eV Å³.

The local part w″(n0) is obtained by numerical differentiation of the PBEsol energy density of the uniform gas, and is −23.816 eV Å³. Hence

fxc(q) = −23.816 + 0.206 = −23.610 eV Å³, or −5.855 in atomic units.

The Lindhard function gives 53.734 eV Å³ for the kinetic kernel, and 4π/q² gives 293.347 eV Å³ for the electrostatic one. The total is

K = 53.734 + 293.347 − 23.610 = 323.471 eV Å³.

It is positive, so the uniform gas is stable against this wave in the model.

The energy per electron is (A²/4)K/n0. The common factor is 0.005²/(4 × 0.1) = 6.25 × 10⁻⁵ Å⁻³, which gives

kinetic: 3.358 × 10⁻³ eV
electrostatic: 1.833 × 10⁻² eV
local exchange-correlation: −1.488 × 10⁻³ eV
gradient exchange-correlation: 1.29 × 10⁻⁵ eV
total: 2.022 × 10⁻² eV

The potential that sustains the modulation has the amplitude KA = 323.47 × 0.005 = 1.617 eV.

Q: The gradient term is hardly there.

A: It is 0.9 % of the local exchange-correlation term in size, and 0.06 % of the total. Two things make it small here: the near cancellation in PBEsol, and the factor q² for a rather long wave. For exchange alone, with −0.739 in place of 0.167, it would be more than four times as large and negative.

Q: Is 5 % weak enough for the second-order exchange-correlation energy?

A: The complete PBEsol energy of the same density can be integrated numerically over one wavelength. Its change from the uniform gas is −1.4759 × 10⁻³ eV per electron, while the second-order formula gives −1.4756 × 10⁻³ eV. The difference is 1.8 × 10⁻⁴ of the second-order value.

This size can be understood from local exchange, whose energy density is proportional to n^(4/3). The ratio of its fourth to its second derivative is (−2/3)(−5/3)/n0² = 10/(9n0²). With the factor 1/16 found above and (A/n0)² = 0.0025, the fraction is 1.7 × 10⁻⁴ of the local exchange term. The second derivative of the exchange energy density −3kF n/(4π) is −π/kF², here −21.94 eV Å³ or 93 % of fxc(q). Local exchange thus accounts for 1.6 × 10⁻⁴ of the second-order value, and the rest comes from correlation and the gradient terms.

Q: That agreement is within PBEsol. Does it tell me that the q² term is enough for the true gas at this wavelength?

A: It does not. A GGA depends on the gradient through |∇n|². If it is smooth in |∇n|² at zero gradient, as PBEsol is, its second-order energy contains q⁰ and q² and nothing else. Its kernel is w″ + 2gxc q² at every q. The true kernel need not have this form, and the example cannot show where it departs from it.

The kinetic kernel gives an idea of what may happen. At x = 0.2735 its next term is 8x²/15 = 0.040 of its gradient term. Whether the corresponding term in the true fxc(q) is as small must be learned from a calculation of the response of the interacting gas.
